# Silylene lifetime against capture by 10 nm particles at 900 K

**Question**

I have an exercise on particle formation during silicon deposition. The gas is at 900 K and contains $10^9$ particles per cm³, each of radius 10 nm. I am to show that they scavenge silylene, SiH₂, with a lifetime near 4 ms, assuming unit sticking and free-molecular collisions.

I multiplied the particle density by the surface area $4\pi a^2$ and the mean molecular speed, and got 1 ms. With the cross-section $\pi a^2$ instead I do get 4 ms, but I can't say why the cross-section is right when molecules arrive from all sides. I also don't see why the mean speed may be used, since fast molecules should be captured first. And is 4 ms really how long a silylene molecule survives in a reactor?

**Answer**

The cross-section is right, and so is the mean speed, provided that gas collisions keep the velocities thermal. The 4 ms is a partial lifetime: it counts capture by particles and no other loss.

Let $N$ be the particle density, $a$ the particle radius, $n$ the silylene density and $m$ the silylene mass. I write $T$ for the thermal energy, so Boltzmann's constant does not appear. No $\hbar$ enters, and the formulas hold in any consistent units.

**The mean speed**

The Maxwell distribution of speeds is

$$f(v)=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}v^2e^{-\alpha v^2},\qquad \alpha=\frac{m}{2T}.$$

Since $\int_0^\infty v^3e^{-\alpha v^2}dv=1/(2\alpha^2)$, the mean speed is

$$\bar v=4\pi\left(\frac{\alpha}{\pi}\right)^{3/2}\frac{1}{2\alpha^2}=\frac{2}{\sqrt{\pi\alpha}}=\sqrt{\frac{8T}{\pi m}}.$$

**Why the area is $\pi a^2$**

Take molecules with one velocity $\mathbf v$ and a particle at rest. Which starting points outside the sphere lead to a hit within time $t$? Shift the sphere backwards along $\mathbf v$ through every distance up to $vt$. The shifted spheres fill a cylinder with rounded ends, of volume $\pi a^2vt+\frac43\pi a^3$. Removing the sphere itself leaves $\pi a^2vt$. This volume does not depend on the direction of $\mathbf v$, so averaging over velocities gives the hit rate per particle

$$J=n\pi a^2\bar v.$$

Your surface-area argument gives the same result once the flux is right. In the undisturbed gas of density $n$, half of the molecules have velocities pointing away from a given surface element and cannot hit it, and the others approach mostly at an angle. The flux is

$$n\bar v\,\frac{1}{4\pi}\int_0^{\pi/2}\cos\theta\;2\pi\sin\theta\,d\theta=\frac{n\bar v}{4}.$$

Multiplying by $4\pi a^2$ gives $n\pi a^2\bar v$ again. Your 1 ms came from using $n\bar v$ as the flux.

A direct count supports the factor. Four million molecules with $T=m=1$ were placed at random in a cube of side 8 around a sphere of radius 1 and flown in straight lines for a time 0.5. There were 19367 hits, giving a rate 0.989 times the formula. The statistical error is $1/\sqrt{19367}=0.7$ percent, so the difference is about 1.5 standard errors.

**The lifetime**

The particles fill a fraction $\frac43\pi a^3N\approx4\times10^{-9}$ of the volume, so their capture rates add. With sticking probability $s$,

$$\frac{dn}{dt}=-sN\pi a^2\bar v\,n.$$

For $s=1$ this gives $n(t)=n(0)e^{-t/\tau}$ with

$$\boxed{\tau=\frac{1}{N\pi a^2\bar v}}$$

At 900 K the thermal energy is 0.07756 eV, and the molecular mass is 30.101 u. Hence

$$\bar v=\sqrt{\frac{8(0.07756)(1.602\times10^{-19})}{\pi(30.101)(1.6605\times10^{-27})}}\ \text{m/s}\approx796\ \text{m/s}.$$

The cross-section is $\pi(10\ \text{nm})^2=314\ \text{nm}^2$. In SI units,

$$\frac1\tau=(10^{15})(3.14\times10^{-16})(796)\ \text{s}^{-1}=250\ \text{s}^{-1},$$

so $\tau=4.0$ ms, or $1.65\times10^{14}$ atomic units of time. If half of the hits stick, the lifetime is 8.0 ms.

**Why the mean speed may be used**

Your worry would be justified in a gas without molecular collisions. Each molecule would keep its speed, and the surviving fraction would be the average of $e^{-N\pi a^2vt}$. At $t=\tau$ this is 0.400, while a single exponential gives 0.368. The fast molecules go first and the slow ones linger.

Collisions with the carrier gas keep refilling the fast part of the distribution. In a simple model, each molecule receives a fresh thermal velocity at rate $\nu$. Let $F(v,t)$ be the silylene density per unit speed, and put $\kappa=N\pi a^2$. Then

$$\frac{\partial F}{\partial t}=-\kappa vF-\nu F+\nu f(v)\,n,\qquad n=\int_0^\infty F\,dv.$$

For a solution decaying as $e^{-\lambda t}$, solve for $F$ and integrate over speed. The density $n$ cancels:

$$1=\left\langle\frac{\nu}{\nu+\kappa v-\lambda}\right\rangle.$$

When $\nu$ is large, expand to second order in $(\kappa v-\lambda)/\nu$:

$$0=-\frac{\kappa\bar v-\lambda}{\nu}+\frac{\langle(\kappa v-\lambda)^2\rangle}{\nu^2}.$$

In the small second term $\lambda$ may be replaced by $\kappa\bar v=1/\tau$. Using $\langle v^2\rangle=3T/m$,

$$\lambda\tau\approx1-\frac{1}{\nu\tau}\left(\frac{\langle v^2\rangle}{\bar v^2}-1\right)=1-\frac{1}{\nu\tau}\left(\frac{3\pi}{8}-1\right).$$

The bracket is 0.178. Diagonalizing the model with $\nu\tau=1000$ gives $\lambda\tau=0.999822$, as this predicts.

For a real carrier, take nitrogen at 760 Torr. The diffusion estimate below gives a momentum-relaxation rate $\nu\approx3\times10^9\ \text{s}^{-1}$, hence $\nu\tau\approx10^7$. Silylene and nitrogen have similar masses, so energy is also exchanged efficiently, and the mean speed is safe.

**Is the capture free-molecular?**

The gas mean free path must be long compared with the particle radius. To estimate it, treat SiH₂ and N₂ as hard spheres with collision diameter $d$, reduced mass $\mu$ and gas density $n_g$. At impact parameter $xd$ the deflection angle $\chi$ obeys $\cos\chi=2x^2-1$. The mean fraction of relative momentum lost along the original direction is

$$\int_0^1 2x(1-\cos\chi)\,dx=\int_0^1 4x(1-x^2)\,dx=1.$$

If silylene drifts at a small speed $u$ through the gas, the drag is therefore $\mathcal F=\mu n_g\pi d^2\langle g\,g_x\rangle$, where $\mathbf g$ is the relative velocity. To first order in $u$ the thermal distribution of $\mathbf g$ is multiplied by $1+\mu ug_x/T$. With $\bar g=\sqrt{8T/(\pi\mu)}$ and $\langle g^3\rangle=4T\bar g/\mu$,

$$\langle g\,g_x\rangle=\frac{\mu u}{3T}\langle g^3\rangle=\frac43\bar g\,u.$$

The Einstein relation $D=Tu/\mathcal F$ then gives

$$D=\frac{3T}{4\mu n_g\pi d^2\bar g}.$$

With a rough $d=0.4$ nm, $D=0.82\ \text{cm}^2/\text{s}$. The corresponding relaxation rate is $\nu=T/(mD)$, and the effective mean free path is $3D/\bar v=310$ nm, or 31 particle radii. This is a transport length; the distance between collisions, $\bar v/(n_g\pi d^2\bar g)$, is about 170 nm, or 17 radii, which is still long compared with the particle. Real molecules are softer than hard spheres at 900 K: typical Lennard-Jones parameters give $D\approx1.2\ \text{cm}^2/\text{s}$, so numbers built on $D$ are uncertain by about 50 percent.

The remaining effect of diffusion follows from a steady inward flow $J$ around one particle. The density is $n(r)=n_\infty-J/(4\pi Dr)$, and uptake at the surface requires $J=\pi a^2\bar v\,n(a)$. Eliminating $n(a)$,

$$J=\frac{\pi a^2\bar v\,n_\infty}{1+a\bar v/(4D)}.$$

This is an interpolation, because the diffusion equation does not hold within a mean free path of the surface. Here it lowers the rate by 2.4 percent and gives 4.1 ms. With a mean free path of 31 radii the formula overestimates the reduction, so the true effect of diffusion is smaller still. The opposite limit, $a\gg4D/\bar v\approx410$ nm, gives $J=4\pi Da\,n_\infty$. Capture by such large particles grows as $a$ instead of $a^2$, and the free-molecular formula fails.

**Attraction between molecule and particle**

A larger correction comes from forces at a distance. Let the attraction to a flat surface be $-C_3/z^3$, with $z$ the distance from it. Suppose that it arises from pair energies $-q/R^6$ per unit volume of solid, where $R$ is the pair distance. For a molecule at distance $r$ from the centre of a sphere, integrate first over angle and then over the radius $\rho$ inside the sphere:

$$\int\frac{d^3\rho}{R^6}=\frac{\pi}{2r}\int_0^a\rho\left[\frac1{(r-\rho)^4}-\frac1{(r+\rho)^4}\right]d\rho=\frac{4\pi a^3}{3(r^2-a^2)^3}.$$

Close to the surface $r^2-a^2\approx2az$, so the energy becomes $-\pi q/(6z^3)$. Thus $C_3=\pi q/6$, and

$$V(r)=-\frac{8C_3a^3}{(r^2-a^2)^3}.$$

A molecule with energy $E$ and impact parameter $b$ has radial kinetic energy $E-Eb^2/r^2-V$. It reaches the surface if this stays positive all the way in, so the largest capturing $b$ satisfies

$$b^2=\min_r\,r^2\left(1-\frac{V(r)}{E}\right).$$

For $z\ll a$ the function to minimize, divided by $a^2$, is $1+2z/a+C_3/(Ez^3)$. Setting its derivative to zero gives $z_*^4=3C_3a/(2E)$. At this point the last term equals $2z_*/(3a)$, so

$$\frac{b^2}{a^2}\approx1+\frac{8z_*}{3a}.$$

The collision rate weights energies by $xe^{-x}dx$, with $x=E/T$. Since $z_*\propto x^{-1/4}$, the average brings in $\int_0^\infty x^{3/4}e^{-x}dx=\Gamma(7/4)=0.919$. The rate is multiplied by

$$1+\frac83\,\Gamma\!\left(\frac74\right)\left[\frac{3C_3}{2Ta^3}\right]^{1/4}.$$

For a rough $C_3=3$ eV Å³ this is 1.21, and the minimum without the small-$z$ approximation gives 1.22. The lifetime falls to about 3.3 ms. The fourth root makes the result insensitive to $C_3$: doubling it raises the excess over one by 19 percent. Adding a molecular radius of 0.2 nm to $a$, without attraction, gives 3.85 ms. The two corrections should not be multiplied, because at typical energies the turning condition is set outside the contact distance.

**Do the particles stay as they are?**

A particle with the rough density of silicon, 2.33 g/cm³, weighs about $2\times10^5$ times as much as a silylene molecule. Its mean speed is 1.8 m/s, so treating it as fixed is harmless. Growth is negligible if each particle collects far fewer than $2\times10^5$ molecules during $\tau$.

Two equal particles collide when their centres are $2a$ apart. Their relative velocity has twice the variance of either velocity, so the coagulation coefficient is

$$K=\pi(2a)^2\sqrt2\,\bar v_p=3.2\times10^{-9}\ \text{cm}^3/\text{s},$$

where $\bar v_p$ is the mean particle speed. Each merger removes one particle, so $dN/dt=-KN^2/2$ and the number halves in $2/(KN)=0.63$ s. This keeps $K$ fixed as particles merge, lets them fly freely between encounters, and neglects charge and attraction between them, and it is about 150 times longer than $\tau$. Van der Waals attraction between the particles, with a Hamaker constant of $1$ to $2\times10^{-19}$ J, roughly doubles $K$, which still leaves a halving time about 80 times longer than $\tau$.

**What 4 ms means in a reactor**

Consider atmospheric-pressure deposition from 0.1 percent silane in nitrogen, with a 2 cm gap between absorbing walls. These are rough conditions for a dilute-silane process. The particle density and size are prescribed by the exercise, not predicted. They correspond to about $2\times10^{14}$ silicon atoms per cm³, or about 3 percent of the amount present as silane, so this is a substantial particle load. A real particle population also has a spread of sizes, and then $a^2$ must be replaced by its average.

Loss to the walls is slow here. The slowest diffusion mode, $\cos(\pi x/L)$ in a gap $L$, decays in $L^2/(\pi^2D)=0.49$ s. At fixed temperature and gap, $D$ is inversely proportional to pressure. Wall loss would therefore match particle capture near $760\times4.0/492\approx6$ Torr, and would exceed it at lower pressures. With $D\approx1.2\ \text{cm}^2/\text{s}$ these figures become about 0.33 s and 9 Torr.

The assumption that fails badly is that nothing else consumes silylene. It inserts into silane to form disilane. With a rough rate constant of $10^{-10}\ \text{cm}^3/\text{s}$ and $8.15\times10^{15}$ silane molecules per cm³, the insertion lifetime is 1.2 µs. If insertion were irreversible, about 0.03 percent of the silylene would reach particles. The two rates become equal at a silane density of $2.5\times10^{12}\ \text{cm}^{-3}$.

Disilane can release silylene again, so insertion need not be a final loss. Suppose that exchange is fast and that a fraction $\phi$ of the combined silylene and disilane pool is free silylene. If particles remove only the free part, the pool decays at rate $\phi/\tau$ and lasts $\tau/\phi$, which is longer than 4 ms. For a rough release rate of $10^3\ \text{s}^{-1}$, $\phi\approx10^{-3}$ and $\tau/\phi$ is a few seconds. That is longer than the coagulation time, so $N$ and $a$ can no longer be held fixed and $\tau/\phi$ is only an order of magnitude.

So the exercise's result is the time scale for capture of free silylene by the particles. The survival time of an individual molecule in this gas is set mainly by silane. The numerical output below lists the inputs and the separate corrections.

## Numbers as computed

```
temperature: 900 K
particle density: 1.0e+09 cm^-3
particle radius: 10.0 nm
SiH2 mass: 30.101 u
thermal energy: 0.07756 eV
mean SiH2 speed: 795.6 m/s
particle cross-section: 314.16 nm^2
scavenging rate: 250.0 s^-1
scavenging lifetime: 4.001 ms
same lifetime: 1.654e+14 a.u.
mean path to capture: 3.183 m
free-flight count / formula: 0.9890
hits counted: 19367
slowest decay rate * tau, renewal 1000/tau: 0.999822
survival at tau without renewal: 0.3998
survival at tau, exponential: 0.3679
carrier pressure: 760 Torr
gas density: 8.154e+18 cm^-3
collision diameter (rough input): 0.40 nm
diffusion coefficient: 0.823 cm^2/s
effective mean free path: 310 nm
mean free path / radius: 31.0
velocity renewal rate: 3.02e+09 s^-1
rate factor from diffusion: 0.9764
lifetime with diffusion: 4.097 ms
C3 (rough input): 3.0 eV angstrom^3
capture radius at energy 2kT: 10.97 nm
rate factor from attraction: 1.223
same factor, large-sphere formula: 1.214
lifetime with attraction: 3.27 ms
molecule radius (rough input): 0.2 nm
lifetime with molecule size only: 3.85 ms
lifetime at sticking 0.5: 8.00 ms
silicon density (rough input): 2.33 g/cm^3
mean particle speed: 1.80 m/s
coagulation coefficient: 3.20e-09 cm^3/s
time to halve particle number: 0.625 s
wall gap: 2.0 cm
wall-loss time: 0.492 s
silane fraction: 0.1 percent
silane density: 8.15e+15 cm^-3
insertion constant (rough input): 1e-10 cm^3/s
insertion lifetime: 1.23 microseconds
scavenging / insertion rate: 3.07e-04
silane density for equal rates: 2.50e+12 cm^-3
```
